# Generalized norm conservation and the Hermiticity of Vanderbilt's nonlocal operator: test program

```python
"""Result under test (Hartree atomic units, one angular channel l):
    B_ij - conj(B_ji) = (e_i - e_j) Q_ij,
    B_ij = <phi_i|chi_j>_R,  chi_j = (e_j - T - V_loc) phi_j,
    Q_ij = <psi_i|psi_j>_R - <phi_i|phi_j>_R,
so V_NL = sum |beta_i> B_ij <beta_j| is Hermitian when Q_ij = 0 for i != j.
psi: all-electron radial waves (r times radial function) in V = -1/r;
phi: pseudo waves with the value and slope of psi at the radius R;
beta_i = sum_j (B^-1)_ji chi_j;  <|>_R: integral over 0 < r < R.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, legvander, legder
from scipy.linalg import eig, eigh
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 3.0            # matching radius, bohr
BARRIER = 2.0      # height of the barrier in V_loc, hartree
N_FREE = 3         # free functions with zero value and slope at R
gx, gw = leggauss(60)
r, w = R * (gx + 1) / 2, gw * R / 2
x = Polynomial([0.0, 1.0 / R])
well = -1.5 / R + r**2 / (2 * R**3)
v_loc = well + BARRIER * (1 - (r / R)**2)**2


def sample(waves):
    return np.array([f(r) for f in waves])


def inner(f, g):
    return (f.conj() * w) @ g.T


def all_electron(energy, l):
    """Regular solution in -1/r from its power series."""
    a = [1.0]
    for k in range(1, 70):
        older = a[k - 2] if k > 1 else 0.0
        a.append((-2 * a[k - 1] - 2 * energy * older) / (k * (k + 2 * l + 1)))
    return Polynomial([0.0] * (l + 1) + a)


def matched(psi, l):
    """Simplest regular polynomial with the value and slope of psi at R."""
    value, slope = psi(R), psi.deriv()(R)
    c = (R * slope - (l + 1) * value) / 2
    return x**(l + 1) * ((value - c) + c * x**2)


def free_functions(l):
    return [x**(l + 1 + 2 * k) * (1 - x**2)**2 for k in range(N_FREE)]


def chi_of(phi, energy, l, potential):
    f = phi(r)
    return ((energy - potential) * f + phi.deriv(2)(r) / 2
            - l * (l + 1) / (2 * r**2) * f)


# Identity for complex waves, three energies, several l, another V_loc
rng = np.random.default_rng(4)
e3 = np.array([-0.7, 0.1, 0.9])
gap3 = e3[:, None] - e3[None, :]
worst_identity, smallest_asymmetry, broken = 0.0, np.inf, np.inf
for l in range(3):
    pot = well + 0.7 * np.cos(2 * r)
    psi3 = [all_electron(e, l) for e in e3]
    psi3 = [p * (np.exp(1j * t) / np.sqrt(np.sum(w * p(r)**2)))
            for p, t in zip(psi3, (0.3, 1.1, 2.0))]
    phi3 = []
    for p in psi3:
        f = matched(p, l)
        for b in free_functions(l):
            f = f + b * complex(rng.normal(), rng.normal())
        phi3.append(f)
    ae, ps = sample(psi3), sample(phi3)
    chi3 = np.array([chi_of(f, e, l, pot) for f, e in zip(phi3, e3)])
    b3 = inner(ps, chi3)
    q3 = inner(ae, ae) - inner(ps, ps)
    diff = b3 - b3.conj().T
    worst_identity = max(worst_identity, np.abs(diff - gap3 * q3).max())
    smallest_asymmetry = min(smallest_asymmetry, np.abs(diff).max())
    val = np.array([p(R) for p in psi3])
    slo = np.array([p.deriv()(R) for p in psi3])
    wron = np.outer(val.conj(), slo) - np.outer(slo.conj(), val)
    assert np.allclose(gap3 * inner(ae, ae), wron / 2, atol=1e-10)
    beta3 = np.linalg.inv(b3).T @ chi3
    assert np.allclose(inner(beta3, ps), np.eye(3), atol=1e-7)
    action = (beta3.T @ b3 @ inner(beta3, ps)).T
    assert np.allclose(action, chi3, atol=1e-6)
    # a wave with the wrong slope at R must break the identity
    bad = [phi3[0] + x**(l + 1) * (1 - x**2)] + phi3[1:]
    bs = sample(bad)
    bb = inner(bs, np.array([chi_of(f, e, l, pot) for f, e in zip(bad, e3)]))
    bq = inner(ae, ae) - inner(bs, bs)
    broken = min(broken, np.abs(bb - bb.conj().T - gap3 * bq).max())
assert worst_identity < 1e-9
assert smallest_asymmetry > 1e-2 and broken > 1e-3

# Hydrogen 1s and 2s, scaled to unit norm inside R
energies = np.array([-0.5, -0.125])
raw = [all_electron(e, 0) for e in energies]
assert np.allclose(raw[0](r), r * np.exp(-r), atol=1e-10)
assert np.allclose(raw[1](r), r * (1 - r / 2) * np.exp(-r / 2), atol=1e-10)
scale = [1 / np.sqrt(np.sum(w * p(r)**2)) for p in raw]
psi = [p * s for p, s in zip(raw, scale)]
psi_grid = sample(psi)
gram_ae = inner(psi_grid, psi_grid)
outside = scale[0] * scale[1] * quad(
    lambda t: t**2 * (1 - t / 2) * np.exp(-1.5 * t), R, np.inf)[0]


def pseudo_waves(q_target):
    """Pseudo waves near psi whose overlap deficit is q_target."""
    free = free_functions(0)
    fg = sample(free)
    t = np.linalg.inv(np.linalg.cholesky(inner(fg, fg)))
    ortho = [sum((free[k] * t[i, k] for k in range(N_FREE)),
                 Polynomial([0.0])) for i in range(N_FREE)]
    og = sample(ortho)
    start = [matched(p, 0) for p in psi]
    c = inner(sample(start), og)
    fixed = [start[i] - sum((ortho[k] * c[i, k] for k in range(N_FREE)),
                            Polynomial([0.0])) for i in range(2)]
    fx = sample(fixed)
    m = gram_ae - q_target - inner(fx, fx)
    ev, vec = np.linalg.eigh(m)
    assert ev[0] > 0
    root = (vec * np.sqrt(ev)) @ vec.T
    u, _, vt = np.linalg.svd(root @ inner(psi_grid, og), full_matrices=False)
    a = root @ u @ vt
    waves = [fixed[i] + sum((ortho[k] * a[i, k] for k in range(N_FREE)),
                            Polynomial([0.0])) for i in range(2)]
    return waves, ev


# Piecewise polynomial basis for the complete radial problem
DEG, EDGES = 16, [0.0, R, 8.0, 18.0, 40.0]
nodes = -np.cos(np.pi * np.arange(DEG + 1) / DEG)
to_leg = np.linalg.inv(legvander(nodes, DEG))
shape = legvander(gx, DEG) @ to_leg
slope = legvander(gx, DEG - 1) @ legder(np.eye(DEG + 1)) @ to_leg
size = DEG * (len(EDGES) - 1) + 1
h_loc, overlap = np.zeros((size, size)), np.zeros((size, size))
for n in range(len(EDGES) - 1):
    half = (EDGES[n + 1] - EDGES[n]) / 2
    rr = EDGES[n] + half * (gx + 1)
    pot = v_loc if n == 0 else -1 / rr
    s = slice(n * DEG, (n + 1) * DEG + 1)
    h_loc[s, s] += (slope.T * (gw / half / 2)) @ slope
    h_loc[s, s] += (shape.T * (gw * half * pot)) @ shape
    overlap[s, s] += (shape.T * (gw * half)) @ shape
h_loc, overlap = h_loc[1:-1, 1:-1], overlap[1:-1, 1:-1]


def nearest(values):
    return np.array([values[np.argmin(np.abs(values - e))] for e in energies])


def study(q_target):
    waves, m_eig = pseudo_waves(q_target)
    ps = sample(waves)
    chi = np.array([chi_of(f, e, 0, v_loc) for f, e in zip(waves, energies)])
    b = inner(ps, chi)
    q = gram_ae - inner(ps, ps)
    assert np.allclose(q, q_target, atol=1e-10)
    for f, p in zip(waves, psi):
        assert abs(f(R) - p(R)) < 1e-10
        assert abs(f.deriv()(R) - p.deriv()(R)) < 1e-10
    beta = np.linalg.inv(b).T @ chi
    proj = np.zeros((2, size))
    proj[:, :DEG + 1] = (beta * w) @ shape
    proj = proj[:, 1:-1]
    v_nl = proj.T @ b @ proj
    asym = np.abs(v_nl - v_nl.T).max() / np.abs(v_nl).max()
    spectrum = eig(h_loc + v_nl, overlap, right=False)
    found = nearest(spectrum)
    assert np.abs(found - energies).max() < 1e-6
    total = inner(ps, ps)[0, 1] + outside
    assert abs(total + q[0, 1]) < 1e-9
    return dict(waves=waves, m=m_eig, b=b, q=q, proj=proj, v_nl=v_nl,
                asym=asym, found=found.real, total=total)


single = study(np.array([[0.0, 0.2], [0.2, 0.0]]))
general = study(np.zeros((2, 2)))
offdiag = study(np.diag([0.1, 0.1]))
gap = energies[0] - energies[1]
for case in (single, general, offdiag):
    b, q = case["b"], case["q"]
    assert abs(b[0, 1] - b[1, 0] - gap * q[0, 1]) < 1e-9
assert single["asym"] > 1e-3
assert general["asym"] < 1e-7 and offdiag["asym"] < 1e-7

# Symmetrizing B by hand, against the generalized Hermitian problem
b, q, proj = single["b"], single["q"], single["proj"]
forced = nearest(eigh(h_loc + proj.T @ ((b + b.T) / 2) @ proj, overlap,
                      eigvals_only=True))
assert np.abs(forced - energies).max() > 1e-6
d = b + q * energies[None, :]
assert np.allclose(d, d.T, atol=1e-9)
repaired = nearest(eig(h_loc + proj.T @ d @ proj,
                       overlap + proj.T @ q @ proj, right=False))
assert np.abs(repaired - energies).max() < 1e-6
v_sym = (general["v_nl"] + general["v_nl"].T) / 2
lowest = eigh(h_loc + v_sym, overlap, eigvals_only=True)[:3]
local_lowest = eigh(h_loc, overlap, eigvals_only=True)[0]

print(f"matching radius R = {R:.1f} bohr")
print(f"barrier height in V_loc = {BARRIER:.1f} hartree")
print(f"number of free functions = {N_FREE}")
print(f"e_1, e_2 = {energies[0]:.3f}, {energies[1]:.3f} hartree")
print(f"e_1 - e_2 = {gap:.3f} hartree")
for i in range(2):
    print(f"psi_{i+1}(R) = {psi[i](R):.5f} bohr^-1/2, "
          f"slope = {psi[i].deriv()(R):.5f} bohr^-3/2")
print(f"<psi_1|psi_2> inside R = {gram_ae[0, 1]:.5f}")
print(f"<psi_1|psi_2> outside R = {outside:.5f}")
print("phi_i = sum of c_k (r/R)^(2k+1), k = 0..4, c in bohr^-1/2")
for name, case in (("each norm conserved", single),
                   ("all Q zero", general),
                   ("only Q_12 zero", offdiag)):
    b, q = case["b"], case["q"]
    print(f"case: {name}")
    for i, f in enumerate(case["waves"]):
        c = [f.coef[k] * R**k for k in (1, 3, 5, 7, 9)]
        print(f" c of phi_{i+1}: " + ", ".join(f"{v:.5f}" for v in c))
    print(f" Q_11, Q_22, Q_12 = {abs(q[0, 0]):.4f}, {abs(q[1, 1]):.4f}, "
          f"{abs(q[0, 1]):.4f}")
    print(f" eigenvalues of M = {case['m'][0]:.5f}, {case['m'][1]:.5f}")
    print(f" B_11, B_22 = {b[0, 0]:.6f}, {b[1, 1]:.6f} hartree")
    print(f" B_12, B_21 = {b[0, 1]:.6f}, {b[1, 0]:.6f} hartree")
    print(f" B_12 - B_21 = {b[0, 1] - b[1, 0]:.3e} hartree")
    print(f" <phi_1|phi_2> over all space = {case['total']:.3e}")
    print(f" energies found = {case['found'][0]:.7f}, "
          f"{case['found'][1]:.7f} hartree")
b = single["b"]
print(f"first case, B_12 - B_21 = {(b[0, 1] - b[1, 0]) * HARTREE_EV:.4f} eV")
print(f"first case, B symmetrized by hand: energies = {forced[0]:.6f}, "
      f"{forced[1]:.6f} hartree")
print(f"first case, D_12, D_21 = {d[0, 1]:.6f}, {d[1, 0]:.6f} hartree")
print(f"first case, D and S: energies = {repaired[0].real:.7f}, "
      f"{repaired[1].real:.7f} hartree")
print("all Q zero, three lowest levels = "
      + ", ".join(f"{v:.6f}" for v in lowest) + " hartree")
print(f"lowest level of T + V_loc alone = {local_lowest:.6f} hartree")
print(f"complex waves, largest error of identity = {worst_identity:.1e} hartree")
print(f"complex waves, wrong slope: error at least {broken:.3f} hartree")
print("tests ok")
```

Running it gives:

```
matching radius R = 3.0 bohr
barrier height in V_loc = 2.0 hartree
number of free functions = 3
e_1, e_2 = -0.500, -0.125 hartree
e_1 - e_2 = -0.375 hartree
psi_1(R) = 0.30843 bohr^-1/2, slope = -0.20562 bohr^-3/2
psi_2(R) = -0.87765 bohr^-1/2, slope = -0.73137 bohr^-3/2
<psi_1|psi_2> inside R = 0.54139
<psi_1|psi_2> outside R = -0.54139
phi_i = sum of c_k (r/R)^(2k+1), k = 0..4, c in bohr^-1/2
case: each norm conserved
 c of phi_1: 3.57193, -16.03310, 36.64904, -37.79013, 13.91069
 c of phi_2: 4.63534, -23.08594, 38.67830, -29.49250, 8.38715
 Q_11, Q_22, Q_12 = 0.0000, 0.0000, 0.2000
 eigenvalues of M = 0.50729, 1.31909
 B_11, B_22 = -1.580147, -1.794362 hartree
 B_12, B_21 = -1.450131, -1.375131 hartree
 B_12 - B_21 = -7.500e-02 hartree
 <phi_1|phi_2> over all space = -2.000e-01
 energies found = -0.5000000, -0.1250000 hartree
case: all Q zero
 c of phi_1: 3.87468, -16.31656, 32.06023, -28.97312, 9.66320
 c of phi_2: 4.90233, -25.28431, 47.53496, -41.67865, 13.64803
 Q_11, Q_22, Q_12 = 0.0000, 0.0000, 0.0000
 eigenvalues of M = 0.30891, 1.51746
 B_11, B_22 = -1.751437, -1.945984 hartree
 B_12, B_21 = -1.711064, -1.711064 hartree
 B_12 - B_21 = 1.066e-14 hartree
 <phi_1|phi_2> over all space = -8.216e-15
 energies found = -0.5000000, -0.1250000 hartree
case: only Q_12 zero
 c of phi_1: 3.75869, -15.20741, 27.19200, -22.10015, 6.66530
 c of phi_2: 4.73459, -25.25424, 50.91833, -47.86465, 16.58833
 Q_11, Q_22, Q_12 = 0.1000, 0.1000, 0.0000
 eigenvalues of M = 0.20891, 1.41746
 B_11, B_22 = -1.652517, -1.789747 hartree
 B_12, B_21 = -1.603634, -1.603634 hartree
 B_12 - B_21 = 1.510e-14 hartree
 <phi_1|phi_2> over all space = -8.105e-15
 energies found = -0.5000000, -0.1250000 hartree
first case, B_12 - B_21 = -2.0409 eV
first case, B symmetrized by hand: energies = -0.505446, -0.125097 hartree
first case, D_12, D_21 = -1.475131, -1.475131 hartree
first case, D and S: energies = -0.5000000, -0.1250000 hartree
all Q zero, three lowest levels = -0.500000, -0.125000, -0.055552 hartree
lowest level of T + V_loc alone = -0.142829 hartree
complex waves, largest error of identity = 3.0e-14 hartree
complex waves, wrong slope: error at least 0.281 hartree
tests ok
```
